\section*{The Breit gauge term as a double commutator with r12, part 2}

The problem is to evaluate the gauge term $G$ of the Breit interaction between bound Dirac orbitals. Hartree atomic units are used, so the electron mass, the elementary charge and $\hbar$ are 1, and $c$ is the inverse fine-structure constant. The letter $c$ also names an orbital, but only as a label, in a bracket or as a wavefunction. The one-electron Hamiltonian is
\begin{equation}
h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(\mathbf r),\qquad \mathbf p=-i\nabla ,
\label{eq:h}
\end{equation}
with Hermitian $4\times4$ Dirac matrices $\alpha_x,\alpha_y,\alpha_z,\beta$ and a local potential $V$, one that acts by multiplication. Subscripts 1 and 2 name the electron acted on, and $h_1$ and $h_2$ commute. Repeated Cartesian indices are summed, and $\partial_{1i}$, $\partial_{2j}$ are the components of $\nabla_1$, $\nabla_2$.

With $\mathbf R=\mathbf r_1-\mathbf r_2$ and $r_{12}=|\mathbf R|$, the Breit operator, taken at zero photon frequency in Coulomb gauge, is the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ plus the gauge term
\begin{equation}
G=\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}
-\frac{(\boldsymbol\alpha_1\cdot\mathbf R)(\boldsymbol\alpha_2\cdot\mathbf R)}{r_{12}^3}\right]
=\frac1{2c^2}[h_1,[h_2,r_{12}]].
\label{eq:start}
\end{equation}
The last equality is the operator identity. It was derived for local potentials without using eigenfunctions, and a numerical check tests it on a trial function. An equivalent form, in which the derivatives act on $r_{12}$ alone, is
\begin{equation}
G=-\tfrac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r_{12}.
\label{eq:G12}
\end{equation}
The inner commutator is a bounded function without derivative operators:
\begin{equation}
[h_2,r_{12}]=-ic\,\boldsymbol\alpha_2\cdot(\nabla_2r_{12})=ic\,\frac{\boldsymbol\alpha_2\cdot\mathbf R}{r_{12}}.
\label{eq:first}
\end{equation}
Also $\nabla_R^2r_{12}=2/r_{12}$, where $\nabla_R$ differentiates with respect to $\mathbf R$. Matrix elements are
\begin{equation}
\langle ab|O|cd\rangle=\int\!\!\int a^\dagger(1)\,b^\dagger(2)\,O\,c(1)\,d(2)\,d^3r_1d^3r_2 .
\end{equation}
Electron 1 thus passes from orbital $c$ to $a$, and electron 2 from $d$ to $b$.

\subsection{Letting the Hamiltonian act to the left}

Let $a,b,c,d$ be bound eigenfunctions of $h$, with $ha=\varepsilon_aa$ and so on. To use $\langle a|h=\varepsilon_a\langle a|$ next to a function $F$, which stands for $r_{12}$ or $[h_2,r_{12}]$, the derivative has to be moved from $Fc$ to $a$. The Hermitian conjugate of $-ic\,\alpha_i\partial_ia$ is $+ic(\partial_ia^\dagger)\alpha_i$. The terms with $\beta$ and $V$ cancel, and
\begin{align}
a^\dagger h(Fc)-(ha)^\dagger Fc
&=-ic\,a^\dagger\alpha_i\partial_i(Fc)-ic(\partial_ia^\dagger)\alpha_iFc\notag\\
&=-ic\,\partial_i\!\left(a^\dagger\alpha_iFc\right).
\end{align}
The difference is a divergence, so it integrates to surface terms at three places.

At infinity the bound orbitals decay exponentially, while $F$ grows at most linearly. At $\mathbf r_1=\mathbf r_2$ the function $F$ is bounded, and a small sphere there has vanishing area. At a point nucleus of charge $Z<c$ an orbital behaves like $r^{\gamma-1}$ with $\gamma=\sqrt{\kappa^2-Z^2/c^2}>0$, where $\kappa$ is the nonzero integer that labels the angular symmetry. The integrand on a small sphere is then of order $r^{\gamma_a+\gamma_c-2}$ and the area of order $r^2$. Their product $r^{\gamma_a+\gamma_c}$ vanishes. All surface terms are zero.

\subsection{The product formula}

Since $h_1$ and $h_2$ commute, the double commutator is
\begin{equation}
[h_1,[h_2,r_{12}]]=h_1h_2r_{12}-h_1r_{12}h_2-h_2r_{12}h_1+r_{12}h_1h_2 .
\end{equation}
An operator to the left of $r_{12}$ acts on the bra and gives $\varepsilon_a$ or $\varepsilon_b$. One to the right acts on the ket and gives $\varepsilon_c$ or $\varepsilon_d$. Hence
\begin{align}
\langle ab|[h_1,[h_2,r_{12}]]|cd\rangle
&=(\varepsilon_a\varepsilon_b-\varepsilon_a\varepsilon_d-\varepsilon_b\varepsilon_c+\varepsilon_c\varepsilon_d)
\langle ab|r_{12}|cd\rangle\notag\\
&=(\varepsilon_a-\varepsilon_c)(\varepsilon_b-\varepsilon_d)\langle ab|r_{12}|cd\rangle .
\end{align}
Division by $2c^2$ gives the result:
\begin{equation}
\boxed{\;\langle ab|G|cd\rangle=
\frac{(\varepsilon_a-\varepsilon_c)(\varepsilon_b-\varepsilon_d)}{2c^2}\,
\langle ab|r_{12}|cd\rangle\;}
\label{eq:main}
\end{equation}
The rest energy $c^2$ cancels in each difference, so energies may be quoted with or without it. An integral over Dirac matrices and a tensor has become one over two scalar densities, $a^\dagger c$ and $b^\dagger d$.

\subsection{Meaning: the gauge term sees changing charge}

Let $\rho=a^\dagger c$ and $j_i=a^\dagger\alpha_ic$ be the transition density and current of electron 1. For a smooth function $f$, $[h,f]=-ic\,\boldsymbol\alpha\cdot\nabla f$, and therefore
\begin{equation}
(\varepsilon_a-\varepsilon_c)\int\rho f\,d^3r=-ic\int\mathbf j\cdot\nabla f\,d^3r
=ic\int f\,\nabla\cdot\mathbf j\,d^3r .
\end{equation}
As $f$ is arbitrary,
\begin{equation}
\nabla\cdot\mathbf j=-\frac{i}{c}(\varepsilon_a-\varepsilon_c)\rho .
\end{equation}
This is the continuity equation for a transition. The form $G=-\tfrac12\alpha_{1i}\alpha_{2j}\partial_{1i}\partial_{2j}r_{12}$, integrated by parts once for each electron, gives
\begin{equation}
\langle ab|G|cd\rangle=-\tfrac12\int\!\!\int(\nabla\cdot\mathbf j)(1)\,(\nabla\cdot\mathbf j')(2)\,r_{12}\,d^3r_1d^3r_2 ,
\end{equation}
with $\mathbf j'$ the current of electron 2. Inserting the continuity equation twice returns Eq.~\eqref{eq:main}. The gauge term couples those parts of the currents that move charge from place to place. A steady circulating current has no divergence and does not contribute.

\subsection{Direct, exchange and degenerate elements}

A direct element has $c=a$ and $d=b$. Both energy differences vanish, and
\begin{equation}
\langle ab|G|ab\rangle=0 .
\end{equation}
An exchange element has $c=b$ and $d=a$. The differences are $\varepsilon_a-\varepsilon_b$ and its negative, so
\begin{equation}
\langle ab|G|ba\rangle=-\frac{(\varepsilon_a-\varepsilon_b)^2}{2c^2}\langle ab|r_{12}|ba\rangle .
\label{eq:exch}
\end{equation}
It vanishes for degenerate orbitals. In a local potential the gauge term therefore gives a $1s^2$ pair no first-order energy.

The sign of Eq.~\eqref{eq:exch} can be found in general for $a$ orthogonal to $b$. Let $\rho=a^\dagger b$, whose integral is zero, and define
\begin{equation}
\Phi(\mathbf r)=\int\rho(\mathbf r')|\mathbf r-\mathbf r'|\,d^3r',\qquad
U(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
Then $\nabla^2\Phi=2U$ and $\nabla^2U=-4\pi\rho$, the latter being the Poisson equation. It follows that
\begin{align}
\langle ab|r_{12}|ba\rangle&=\int\rho^*\Phi\,d^3r
=-\frac1{4\pi}\int(\nabla^2U^*)\Phi\,d^3r\notag\\
&=-\frac1{4\pi}\int U^*\nabla^2\Phi\,d^3r
=-\frac1{2\pi}\int|U|^2d^3r .
\end{align}
The surface terms vanish: without total charge, $\Phi$ stays bounded at large $r$ and $U$ falls at least like $1/r^2$, so the integrands $\Phi\nabla U^*$ and $U^*\nabla\Phi$ fall like $1/r^3$ on an area growing like $r^2$. The $r_{12}$ exchange element is thus negative, or zero when $\rho$ vanishes everywhere, as it does for two $s$ orbitals of opposite $m$. The exchange element of $G$ is positive or zero. In the energy of a determinant, exchange enters with a minus sign, so the gauge contribution of such a pair is negative or zero.

\subsection{Size}

For hydrogenlike orbitals of different principal quantum number, at leading order in $Z/c$, energies scale as $Z^2$ and lengths as $1/Z$. Equation~\eqref{eq:exch} then scales as $(Z^2)^2Z^{-1}/c^2=Z^3/c^2$. The Gaunt term has the same scaling, with a factor $Z/c$ for each velocity matrix and $Z$ for $1/r_{12}$. For $2p_{1/2}$ and $2p_{3/2}$ the energy difference is a fine-structure splitting of order $Z^4/c^2$. Their gauge exchange element is at most of order $Z^7/c^6$.

\subsection{Worked example: a point charge with $Z=50$}

Take orbitals of one electron in the field of a point nucleus with $Z=50$, without screening. Their energies are $-1294.626$ hartree for $1s$, $-326.495$ hartree for both $2s$ and $2p_{1/2}$, and $-315.144$ hartree for $2p_{3/2}$. Orbitals have $m=+\tfrac12$ unless a bar marks $m=-\tfrac12$.

For the exchange of $1s$ and $2p_{1/2}$ the energy difference is $968.131$ hartree and the $r_{12}$ element is $-0.854039\times10^{-3}$ bohr. With $c=137.036$,
\begin{align}
\frac{(968.131)^2}{2(137.036)^2}&=24.956,\\
\langle ab|G|ba\rangle&=-24.956\times(-0.854039\times10^{-3})=0.021313\ \text{hartree}.
\end{align}
Integration of $G$ from its definition, with explicit Dirac matrices, also gives $0.021313$ hartree. The four nonzero elements examined are as follows, with $r_{12}$ in $10^{-3}$ bohr and the other columns in $10^{-3}$ hartree.

\begin{center}
\begin{tabular}{lrrr}
element & $r_{12}$ & gauge & Gaunt\\
$1s\,2s\leftarrow2s\,1s$ & $-0.9387$ & $23.43$ & $-81.74$\\
$1s\,2p_{1/2}\leftarrow2p_{1/2}\,1s$ & $-0.8540$ & $21.31$ & $-142.49$\\
$1s\,2p_{3/2}\leftarrow2p_{3/2}\,1s$ & $-1.6776$ & $42.85$ & $-136.87$\\
$1s\,\overline{1s}\leftarrow2p_{1/2}\,\overline{2p}_{3/2}$ & $-1.1969$ & $-30.22$ & $110.06$
\end{tabular}
\end{center}

In the last row both electrons change energy in the same direction, by $-968.131$ and $-979.482$ hartree. The product of the differences is positive, so the gauge element has the sign of the $r_{12}$ element. The overall sign of this row depends on the phases chosen for the four orbitals: reversing the sign of one orbital reverses all three entries, and their relative signs are what is fixed. In all four rows the gauge term opposes the Gaunt term, with a size ranging from about 15\% to about 31\% of it.

Three further elements test the predicted zeros: the direct element of $1s$ and $2p_{3/2}$, the exchange of $1s$ and $\overline{1s}$, and the exchange of the degenerate $2s$ and $2p_{1/2}$. Integration of $G$ gives at most $3\times10^{-15}$ hartree, which is rounding error. The Gaunt elements are $-0.0290$, $-1.1569$ and $-0.0073$ hartree, so the zeros belong to the gauge term and not to the currents as a whole.

For the determinant of $1s$ and $2p_{1/2}$, both with $m=+\tfrac12$, the first-order energy is the direct element minus the exchange element:
\begin{align}
E_{\text{Gaunt}}&=-0.101320+0.142486=0.041166\ \text{hartree},\\
E_{\text{gauge}}&=0-0.021313=-0.021313\ \text{hartree},\\
E_{\text{Breit}}&=0.019853\ \text{hartree}=0.540\ \text{eV}.
\end{align}
The gauge term removes about half of the Gaunt energy. Its share is larger here than in the exchange element alone, because the direct and exchange Gaunt elements partly cancel while the gauge term has no direct part.

\subsection{When the potential is not local}

The derivation needs a potential that commutes with $r_{12}$. Exact Dirac--Fock exchange does not. For occupied orbitals $\phi_n$ it acts as
\begin{equation}
(K\psi)(\mathbf r)=-\sum_n\phi_n(\mathbf r)\int\frac{\phi_n^\dagger(\mathbf r')\psi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' ,
\end{equation}
and its commutator with a function $f$ is
\begin{equation}
([K,f]\psi)(\mathbf r)=-\sum_n\phi_n(\mathbf r)\int\phi_n^\dagger(\mathbf r')\psi(\mathbf r')
\frac{f(\mathbf r')-f(\mathbf r)}{|\mathbf r-\mathbf r'|}\,d^3r' ,
\end{equation}
which is not zero in general.

Write $h=h_D+K$, where $h_D$ has a local potential. The operator identity holds with $h_D$, but the orbitals belong to $h$. Substitute $h_D=h-K$ for both electrons and use $[K_1,[h_2,r_{12}]]=[h_2,[K_1,r_{12}]]$, which holds because $K_1$ and $h_2$ commute. With $\Delta_{ac}=\varepsilon_a-\varepsilon_c$ and $\Delta_{bd}=\varepsilon_b-\varepsilon_d$,
\begin{align}
2c^2\langle ab|G|cd\rangle={}&\Delta_{ac}\Delta_{bd}\langle r_{12}\rangle
-\Delta_{bd}\langle[K_1,r_{12}]\rangle\notag\\
&-\Delta_{ac}\langle[K_2,r_{12}]\rangle+\langle[K_1,[K_2,r_{12}]]\rangle ,
\end{align}
where every bracket on the right is taken between $ab$ and $cd$. The product formula is the first term.

A simple nonlocal model, which is not exchange itself, shows the other terms at work. Let $K=w(r)P$, where $P$ projects on $p_{1/2}$ symmetry, and consider the exchange of an $s$ orbital and a $p_{1/2}$ orbital, with $\Delta=\varepsilon_s-\varepsilon_p$. Here $Ks=0$ and $Kp=wp$, so $\langle s|[K,f]|p\rangle=-\langle s|wf|p\rangle$ and $\langle p|[K,f]|s\rangle=\langle p|wf|s\rangle$. Subtracting these from the commutators with $h$ gives
\begin{align}
\langle s|[h_D,f]|p\rangle&=\langle s|(\Delta+w)f|p\rangle,\\
\langle p|[h_D,f]|s\rangle&=-\langle p|(\Delta+w)f|s\rangle .
\end{align}
Using the first for electron 1 and the second for electron 2,
\begin{equation}
\langle sp|G|ps\rangle=-\frac1{2c^2}\langle sp|\,[\Delta+w(r_1)][\Delta+w(r_2)]\,r_{12}\,|ps\rangle .
\label{eq:cure}
\end{equation}

Let $s$ orbitals see the charge 50 and $p_{1/2}$ orbitals the charge 40, so that $w=10/r$. The $2p_{1/2}$ energy becomes $-205.577$ hartree and $\Delta=-1089.049$ hartree. Integration of $G$ for $1s$ and $2p_{1/2}$ gives $0.010622$ hartree, and so does Eq.~\eqref{eq:cure}. The simple product formula gives $0.015937$ hartree, which is 50\% too large relative to the integrated value. This figure reflects the freely chosen strength of $w$. It is not an estimate of the error for Dirac--Fock orbitals, which is not computed here.

\subsection{What the formula does not settle}

Equation~\eqref{eq:main} evaluates $G$; it does not decide whether $G$ describes the physics well enough. The photon frequency was set to zero, which requires the energy transfer times the distance, divided by $c$, to be small. For the $1s$ and $2p_{1/2}$ exchange with the length $1/Z$ this ratio is $968.131/(137.036\times50)=0.14$, and it grows in proportion to the distance. The $1s$--$2p_{1/2}$ transition densities extend further: their typical separation is about $4/Z$, where the ratio is near $0.6$. The size of the resulting frequency correction is not computed here. The numbers above also leave out screening, nuclear size, recoil and radiative corrections.

\section*{Computed values}
\begin{verbatim}
operator identity, relative residual = 6.9e-15
speed of light c = 137.035999 a.u.; nuclear charge Z = 50
orbital energy 1s (rest energy removed) = -1294.626149 hartree
orbital energy 2s (rest energy removed) = -326.494804 hartree
orbital energy 2p1/2 (rest energy removed) = -326.494804 hartree
orbital energy 2p3/2 (rest energy removed) = -315.144355 hartree
m = +1/2 unless marked (-), which means m = -1/2
<1s 2s|..|2s 1s>
  energy differences = -968.131345, 968.131345 hartree
  r12 element = -0.000938724 bohr
  gauge term, quadrature = 0.023426482 hartree
  gauge term, product formula = 0.023426482 hartree
  Gaunt term = -0.081741387 hartree
<1s 2p1/2|..|2p1/2 1s>
  energy differences = -968.131345, 968.131345 hartree
  r12 element = -0.000854039 bohr
  gauge term, quadrature = 0.021313122 hartree
  gauge term, product formula = 0.021313122 hartree
  Gaunt term = -0.142486212 hartree
<1s 2p3/2|..|2p3/2 1s>
  energy differences = -979.481794, 979.481794 hartree
  r12 element = -0.001677582 bohr
  gauge term, quadrature = 0.042852604 hartree
  gauge term, product formula = 0.042852604 hartree
  Gaunt term = -0.136870057 hartree
<1s 1s(-)|..|2p1/2 2p3/2(-)>
  energy differences = -968.131345, -979.481794 hartree
  r12 element = -0.001196913 bohr
  gauge term, quadrature = -0.030219972 hartree
  gauge term, product formula = -0.030219972 hartree
  Gaunt term = 0.110059334 hartree
elements that must vanish
<1s 2p3/2|..|1s 2p3/2>: |gauge| = 1e-16, Gaunt = -0.029045 hartree
<1s 1s(-)|..|1s(-) 1s>: |gauge| = 3e-15, Gaunt = -1.156891 hartree
<2s 2p1/2|..|2p1/2 2s>: |gauge| = 4e-17, Gaunt = -0.007321 hartree
determinant 1s 2p1/2, both m = +1/2
  Gaunt direct element = -0.101320 hartree
  Gaunt energy = 0.041166 hartree = 1.1202 eV
  gauge energy = -0.021313 hartree = -0.5800 eV
  Breit energy = 0.019853 hartree = 0.5402 eV
nonlocal potential: s sees charge 50, p1/2 sees charge 40
  2p1/2 energy = -205.577127 hartree
  exchange gauge term, quadrature = 0.010622430 hartree
  simple product formula = 0.015936999 hartree
  formula with commutator of K = 0.010622430 hartree
  simple formula / quadrature = 1.500316
\end{verbatim}
